# Oxide breakdown in two-cell columns as a birthday problem: a numerical check

```python
"""Breakdown of an oxide made of N columns, each two cells thick.
Defects fill distinct cells at random; a column with both cells filled breaks.
K = number of defects at first breakdown (fatal one included), S(k) = P(K > k).
Results under test:
  S(k) = 2^k C(N,k) / C(2N,k),  mean M = E[K] = 4^N / C(2N,N),
  E[K^2] = 4N + 2 - M,  pi (N+1/4) < M^2 < pi (N+1/2),  so M ~ sqrt(pi N).
"""
from fractions import Fraction
from itertools import combinations, permutations
from math import comb, exp, log, pi, sqrt
import numpy as np
from scipy.integrate import quad
from scipy.constants import e as charge, epsilon_0


def enumerate_moments(column_sizes):
    """Exact E[K], E[K^2] from every possible order of filling the cells."""
    cells = [c for c, size in enumerate(column_sizes) for _ in range(size)]
    total = squares = orders = 0
    for order in permutations(cells):
        free = list(column_sizes)
        for k, column in enumerate(order, 1):
            free[column] -= 1
            if free[column] == 0:
                break
        total += k
        squares += k * k
        orders += 1
    return Fraction(total, orders), Fraction(squares, orders)


def survival_curve(columns, thin=0, partner_weight=1.0):
    """S(0), S(1), ... from the chance that the next defect is fatal.
    thin = number of one-cell columns; partner_weight = relative likelihood
    of a free cell that shares its column with a defect."""
    last = min(columns - thin, int(12 * sqrt(columns)))
    j = np.arange(last + 1, dtype=float)
    fatal = partner_weight * j + thin
    harmless = 2.0 * (columns - thin - j)
    return np.concatenate(([1.0], np.cumprod(harmless / (harmless + fatal))))


def birthday_mean(days):
    j = np.arange(min(days, int(12 * sqrt(days))) + 1, dtype=float)
    return 1.0 + np.cumprod(1.0 - j / days).sum()


def filling_mean(columns, layers):
    """Mean count from the survival at independent filling probability t."""
    top = min(1.0, 6.0 * columns ** (-1.0 / layers))
    area = quad(lambda t: (1.0 - t**layers) ** columns, 0.0, top,
                epsabs=0.0, epsrel=1e-10, limit=200)[0]
    return (layers * columns + 1) * area


def simulate_mean(columns, offsets, trials, rng):
    """Random filling; offsets list the columns whose opposite cell is touched."""
    counts = []
    for _ in range(trials):
        seen, fatal = set(), set()
        broken = False
        draws = rng.integers(0, 2 * columns, int(12 * sqrt(columns))).tolist()
        for cell in draws:
            if cell in seen:
                continue
            seen.add(cell)
            if cell in fatal:
                broken = True
                break
            column, layer = divmod(cell, 2)
            for d in offsets:
                fatal.add(2 * ((column + d) % columns) + 1 - layer)
        assert broken
        counts.append(len(seen))
    return np.mean(counts), np.std(counts, ddof=1) / sqrt(trials)


# Small oxide: every subset and every order of defects.
small = 4
safe_sets = []
for k in range(2 * small + 1):
    safe = sum(len({cell // 2 for cell in chosen}) == k
               for chosen in combinations(range(2 * small), k))
    safe_sets.append(safe)
    assert Fraction(safe, comb(2 * small, k)) == Fraction(
        2**k * comb(small, k), comb(2 * small, k))
for t in (0.1, 0.3, 0.7):
    direct = sum(s * t**k * (1 - t) ** (2 * small - k)
                 for k, s in enumerate(safe_sets))
    assert abs(direct - (1 - t * t) ** small) < 1e-13
small_mean, small_square = enumerate_moments([2] * small)
assert small_mean == Fraction(4**small, comb(2 * small, small))
assert small_square == 4 * small + 2 - small_mean
thin_mean = enumerate_moments([2, 2, 2, 1])[0]
assert abs(survival_curve(4, thin=1).sum() - float(thin_mean)) < 1e-12
three_mean = enumerate_moments([3, 3])[0]
assert abs(filling_mean(2, 3) - float(three_mean)) < 1e-8

# Closed forms and bounds, in exact fractions, from the sequential chances.
for n in range(1, 41):
    s, mean, square = Fraction(1), Fraction(0), Fraction(0)
    for k in range(n + 1):
        assert s == Fraction(2**k * comb(n, k), comb(2 * n, k))
        mean += s
        square += (2 * k + 1) * s
        s *= Fraction(2 * n - 2 * k, 2 * n - k)
    assert s == 0
    assert mean == Fraction(4**n, comb(2 * n, n))
    assert square == 4 * n + 2 - mean
    assert pi * (n + 0.25) < float(mean) ** 2 < pi * (n + 0.5)

# Example oxide: rough typical lengths for a thin SiO2 gate oxide.
cell_nm, thickness_nm, area_um2 = 1.0, 2.0, 1.0
N = round(area_um2 * 1e6 / cell_nm**2)
assert round(thickness_nm / cell_nm) == 2
S = survival_curve(N)
k = np.arange(len(S))
M = S.sum()
spread = sqrt(((2 * k + 1) * S).sum() - M * M)
assert abs(M / filling_mean(N, 2) - 1) < 1e-8
assert abs(spread / sqrt(4 * N + 2 - M - M * M) - 1) < 1e-7
median = int(np.argmax(S <= 0.5))
assert abs(median - 2 * sqrt(N * log(2))) < 2
slope = log(log(S[2000]) / log(S[500])) / log(2000 / 500)
assert abs(slope - 2) < 0.01
for count in (500, 1000, 2000, 3000):
    series = -count**2 / (4*N) + count / (4*N) - count**3 / (8*N**2)
    assert abs(log(S[count]) - series) < 2e-5
gap = np.max(np.abs(S - np.exp(-k**2 / (4.0 * N))))
S_big = survival_curve(100 * N)
k_big = np.arange(len(S_big))
gap_big = np.max(np.abs(S_big - np.exp(-k_big**2 / (400.0 * N))))
assert gap < 1e-3 and abs(gap / gap_big / 10 - 1) < 0.05

print("Small oxides: N, exact mean count, sqrt(pi N), ratio")
for n in (1, 4, 10, 100):
    exact = survival_curve(n).sum()
    print(f"  {n:4d} {exact:10.5f} {sqrt(pi*n):10.5f} {exact/sqrt(pi*n):9.5f}")
print(f"N=4 mean as a fraction, all orders counted: {small_mean}")
print("N=4 survival S(0)..S(5):",
      ", ".join(str(Fraction(x, comb(8, i))) for i, x in enumerate(safe_sets[:6])))
print(f"Cell edge {cell_nm} nm, thickness {thickness_nm} nm, area {area_um2} um^2")
print(f"Number of columns N = {N}")
print(f"Mean breakdown count = {M:.4f} defects")
print(f"sqrt(pi N) = {sqrt(pi*N):.4f} defects")
print(f"Standard deviation = {spread:.1f} defects")
print(f"Median count = {median} defects")
print(f"2 sqrt(N ln 2) = {2*sqrt(N*log(2)):.1f} defects")
print("Defects k, exact S(k), exp(-k^2/4N)")
for count in (500, 1000, 2000, 3000):
    print(f"  {count:5d} {S[count]:.5f} {exp(-count**2/(4*N)):.5f}")
print(f"Largest gap between the two laws = {gap:.2e}")
print(f"Weibull slope in count, k=500 to 2000 = {slope:.4f}")
print(f"Mean fraction of cells filled = {M/(2*N):.3e}")
density = M / (area_um2 * 1e-8)
print(f"Mean critical areal density = {density:.3e} cm^-2")
print(f"Mean critical volume density = {density/(thickness_nm*1e-7):.3e} cm^-3")

print("Area (um^2), N, mean count, mean areal density (cm^-2)")
for area in (0.01, 1.0, 100.0):
    n = round(area * 1e6 / cell_nm**2)
    mean = survival_curve(n).sum()
    assert n < mean**2 / pi < n + 0.5
    print(f"  {area:6.2f} {n:10d} {mean:10.2f} {mean/(area*1e-8):.3e}")

days_2N, days_N = birthday_mean(2 * N), birthday_mean(N)
assert abs(days_2N / M - 1) < 1e-3
assert abs(days_N / M * sqrt(2) - 1) < 1e-3
print(f"Birthday mean with 2N days = {days_2N:.2f}")
print(f"Birthday mean with N days = {days_N:.2f}")

# Placement rule by simulation, then contact through edges and corners.
rng = np.random.default_rng(12345)
n_sim = 10000
sim, error = simulate_mean(n_sim, (0,), 3000, rng)
sim_exact = survival_curve(n_sim).sum()
assert abs(sim - sim_exact) < 4.5 * error
print(f"Simulation, N={n_sim}: {sim:.1f} +- {error:.1f}, exact {sim_exact:.1f}")
side = round(sqrt(N))
nine = [dx + side * dy for dx in (-1, 0, 1) for dy in (-1, 0, 1)]
touch, touch_error = simulate_mean(N, nine, 2000, rng)
# Tolerance: about four standard errors of the sampled mean.
assert abs(touch / sqrt(pi * N / 9) - 1) < 0.05
print("Neglected effects, example oxide:")
print(f"  nine partners, simulated mean = {touch:.0f} +- {touch_error:.0f}")
print(f"  nine partners, sqrt(pi N/9) = {sqrt(pi*N/9):.1f}")

thin_columns = N // 1000
thin_result = survival_curve(N, thin=thin_columns).sum()
assert thin_result < M
print(f"  {thin_columns} one-cell columns: mean = {thin_result:.1f}")
three_result = filling_mean(N, 3)
print(f"  three-cell columns: mean = {three_result:.0f}")
print(f"  three-cell mean / two-cell mean = {three_result/M:.2f}")

permittivity, stress_V = 3.9, 2.0
eps = permittivity * epsilon_0
to_MV_cm = 1e-8
stress = stress_V / (thickness_nm * 1e-9) * to_MV_cm
sheet = charge * density * 1e4 / eps * to_MV_cm
local = charge / (4 * pi * eps * (cell_nm * 1e-9) ** 2) * to_MV_cm
print(f"  relative permittivity {permittivity}, stress voltage {stress_V} V")
print(f"  stress field = {stress:.1f} MV/cm")
print(f"  mean field of charged defects = {sheet:.3f} MV/cm")
print(f"  field one cell from a charged defect = {local:.2f} MV/cm")
weight = 5.0
weighted = survival_curve(N, partner_weight=weight).sum()
assert abs(weighted / sqrt(pi * N / weight) - 1) < 0.01
print(f"  partner cell {weight:.0f} times likelier: mean = {weighted:.1f}")

print("no test failed")
```

Output:

```
Small oxides: N, exact mean count, sqrt(pi N), ratio
     1    2.00000    1.77245   1.12838
     4    3.65714    3.54491   1.03166
    10    5.67546    5.60499   1.01257
   100   17.74671   17.72454   1.00125
N=4 mean as a fraction, all orders counted: 128/35
N=4 survival S(0)..S(5): 1, 1, 6/7, 4/7, 8/35, 0
Cell edge 1.0 nm, thickness 2.0 nm, area 1.0 um^2
Number of columns N = 1000000
Mean breakdown count = 1772.4541 defects
sqrt(pi N) = 1772.4539 defects
Standard deviation = 925.5 defects
Median count = 1665 defects
2 sqrt(N ln 2) = 1665.1 defects
Defects k, exact S(k), exp(-k^2/4N)
    500 0.93952 0.93941
   1000 0.77890 0.77880
   2000 0.36770 0.36788
   3000 0.10512 0.10540
Largest gap between the two laws = 2.89e-04
Weibull slope in count, k=500 to 2000 = 2.0016
Mean fraction of cells filled = 8.862e-04
Mean critical areal density = 1.772e+11 cm^-2
Mean critical volume density = 8.862e+17 cm^-3
Area (um^2), N, mean count, mean areal density (cm^-2)
    0.01      10000     177.25 1.772e+12
    1.00    1000000    1772.45 1.772e+11
  100.00  100000000   17724.54 1.772e+10
Birthday mean with 2N days = 1773.12
Birthday mean with N days = 1253.98
Simulation, N=10000: 178.0 +- 1.7, exact 177.2
Neglected effects, example oxide:
  nine partners, simulated mean = 589 +- 7
  nine partners, sqrt(pi N/9) = 590.8
  1000 one-cell columns: mean = 1090.9
  three-cell columns: mean = 26789
  three-cell mean / two-cell mean = 15.11
  relative permittivity 3.9, stress voltage 2.0 V
  stress field = 10.0 MV/cm
  mean field of charged defects = 0.082 MV/cm
  field one cell from a charged defect = 3.69 MV/cm
  partner cell 5 times likelier: mean = 793.7
no test failed
```
